# When the wide-band limit works for a semi-elliptic band

## A flat band without edges

Take one spinless, noninteracting level of energy $e_0$, coupled to lead states of energies $\epsilon_k$ by matrix elements $V_k$. At energy $z$ the amplitudes obey

$$(z-e_0)\psi_d=\sum_k V_k\psi_k+1,\qquad (z-\epsilon_k)\psi_k=V_k^*\psi_d ,$$

where the 1 is a unit source on the level, so that $\psi_d$ is the Green function $G(z)$. Inserting the second equation into the first gives

$$G(z)=\frac{1}{z-e_0-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_k|^2}{z-\epsilon_k}=\int\frac{dx'}{2\pi}\,\frac{\Gamma(x')}{z-x'},$$

with $\Gamma(x)=2\pi\sum_k|V_k|^2\delta(x-\epsilon_k)$. For the retarded function put $z=x+i0$. Since $1/(x-x'+i0)=P\,[1/(x-x')]-i\pi\delta(x-x')$,

$$\Sigma=\Lambda-\tfrac{i}{2}\Gamma,\qquad \Lambda(x)=P\!\int\frac{dx'}{2\pi}\,\frac{\Gamma(x')}{x-x'} .$$

The second relation is the Kramers-Kronig relation: $\Gamma$ at all energies fixes the shift $\Lambda$ at each energy.

Now let $\Gamma$ be constant on $[-L,L]$. The integral is $\Lambda=(\Gamma/2\pi)\ln|(x+L)/(x-L)|$, which vanishes as $L\to\infty$. Lead states below the level push it up, those above push it down, and the two pushes cancel. What remains is $G=1/(x-e_0+i\Gamma/2)$: an unshifted Lorentzian of full width $\Gamma$, whose pole gives the survival probability $e^{-\Gamma t}$. This is the wide-band limit.

A real band has edges and a centre, so the cancellation is in general incomplete. The errors are a shift, a slope of $\Lambda$, a variation of $\Gamma$, and possibly bound states. Rydberg units with $\hbar=1$ are used, with energies in Ry.

## The semi-elliptic band

Let the lead be a semi-infinite chain with site energy zero and hopping of magnitude $D/2$. Its band is $[-D,D]$, and energies are measured from its centre. The level couples to the end site with strength $V$, so $\Sigma=V^2g$, where $g$ is the Green function of the end site. Removing that site leaves an identical chain, so the elimination above gives

$$g=\frac{1}{z-(D/2)^2g}\quad\Longrightarrow\quad (D/2)^2g^2-zg+1=0 .$$

Write $z=\frac D2\left(w+\frac1w\right)$. Then $g=2/(Dw)$ solves the equation, because $(D/2)^2g^2=1/w^2$ and $zg=1+1/w^2$. Both $w$ and $1/w$ give the same $z$. We take $|w|>1$, so that $g\to1/z$ at large $z$, as a Green function must. With

$$\gamma=\frac{2V^2}{D^2},\qquad \Sigma=\frac{\gamma D}{w}.$$

Inside the band $|w|=1$, and the retarded sign (negative imaginary part) selects $1/w=x/D-i\sqrt{1-x^2/D^2}$. Therefore

$$\Lambda=\gamma x,\qquad \Gamma=\Gamma_0\sqrt{1-x^2/D^2},\qquad \Gamma_0=2\gamma D=\frac{4V^2}{D}.$$

Outside the band $w$ is real and

$$\Lambda=\gamma\left[x-\mathrm{sgn}(x)\sqrt{x^2-D^2}\right],\qquad \Gamma=0 .$$

Any lead with this $\Gamma$ has this $\Lambda$, whatever its microscopic form, because the spectral integral contains nothing else. The parameter $\gamma=\Gamma_0/(2D)$ measures the coupling against the bandwidth.

There are two versions of the wide-band limit. The strict one sets $\Sigma=-i\Gamma_0/2$. The tuned one freezes $\Sigma$ at its value at the true resonance, so it keeps a constant shift.

## First contribution: the shift

Inside the band the real part of the denominator of $G$ is

$$x-e_0-\gamma x=(1-\gamma)(x-x^*),\qquad x^*=\frac{e_0}{1-\gamma}.$$

For $\gamma<1$ and $|e_0|<(1-\gamma)D$ this zero lies in the band. In this band the level moves away from the centre, because $\Lambda=\gamma x$ has the sign of $x$. The direction depends on the shape of $\Gamma$: each lead state pushes with weight $1/(x-x')$, so a symmetric $\Gamma$ with a dip at the centre can pull the level inward instead.

The size of the shift relative to the width matters most. At the bare level

$$\frac{\Lambda(e_0)}{\Gamma_0}=\frac{\gamma e_0}{2\gamma D}=\frac{e_0}{2D}.$$

The coupling has cancelled. Weaker coupling shrinks shift and width together, so it does not repair the strict limit for an off-centre level.

Take $D=0.4$, $e_0=0.1$ and $\Gamma_0=0.04$ Ry, and call this case A. Then $\gamma=0.04/0.8=0.05$ and $x^*=0.1/0.95=0.10526$ Ry. The shift is $0.00526$ Ry, or $0.072$ eV, about an eighth of $\Gamma_0$.

## Second contribution: the slope of the shift

Near $x^*$, replace $\Gamma(x)$ by $\Gamma^*=\Gamma(x^*)$ and divide numerator and denominator of $G$ by $1-\gamma$:

$$G\approx\frac{Z}{x-x^*+iZ\Gamma^*/2},\qquad Z=\frac{1}{1-\Lambda'(x^*)}=\frac1{1-\gamma}>1 .$$

A factor above one cannot be a probability. The probability density of the level is

$$-\frac1\pi\,\mathrm{Im}\,G=\frac{1}{2\pi}\,\frac{\Gamma}{(x-e_0-\Lambda)^2+\Gamma^2/4},$$

and, by completeness of the eigenstates, its integral over the band plus the weights of any bound states equals 1.

The excess $Z-1\approx\gamma$ is the area that the Lorentzian puts in its tails and the true density does not. For $e_0=0$ and small $\gamma$ this can be followed term by term. In the tails the density is $\Gamma(x)/(2\pi x^2)$ to leading order. The Lorentzian uses $\Gamma_0$ in place of $\Gamma(x)$, also outside the band, where it places

$$2\int_D^\infty\frac{\Gamma_0}{2\pi x^2}\,dx=\frac{\Gamma_0}{\pi D}=\frac{2\gamma}{\pi}.$$

Inside the band, with $y=x/D$, its excess is

$$\frac{\Gamma_0}{2\pi D}\int_{-1}^{1}\frac{1-\sqrt{1-y^2}}{y^2}\,dy=\frac{\gamma}{\pi}(\pi-2).$$

The integral follows by parts: the boundary term is $-2$, and the remaining $\int dy/\sqrt{1-y^2}$ is $\pi$. The two excesses add up to $\gamma$, as they should.

In case A, $Z=1.0526$ and $\Gamma^*=0.03859$ Ry, so the width is $Z\Gamma^*=0.0406$ Ry, or $0.553$ eV. The computed weight in the band is 1, not 1.05.

The pole of $G$ checks this local estimate. Setting the denominator to zero gives $\frac D2(w+\frac1w)-e_0-\gamma D/w=0$. Multiplying by $2w/D$ and writing $\eta=e_0/D$,

$$w^2-2\eta w+1-2\gamma=0 .$$

For $\eta^2<1-2\gamma$ the roots are complex, $w=\eta\pm iq$ with $q=\sqrt{1-2\gamma-\eta^2}$, and $|w|^2=1-2\gamma<1$. They are reached by continuing $\Sigma=\gamma D/w$ through the band. For $z=x+i0$ in the band $1/w$ has a negative imaginary part, so $w$ lies on the upper half of the unit circle and the continuation enters the disc there, so the root with $+iq$ is the resonance. Since $1/w=(\eta-iq)/(1-2\gamma)$,

$$z=\frac D2\left(w+\frac1w\right)=\frac{(1-\gamma)e_0-i\gamma\sqrt{(1-2\gamma)D^2-e_0^2}}{1-2\gamma}.$$

For case A the real part is $0.095/0.9=0.10556$ Ry, and the width $-2\,\mathrm{Im}\,z$ is $0.04067$ Ry. Both agree with the local estimate to within about one percent of the width.

## Third contribution: the variation of $\Gamma$

The width function has relative slope

$$\frac{\Gamma'(x)}{\Gamma(x)}=-\frac{x}{D^2-x^2}.$$

It vanishes at the centre and grows without limit at the edges. Over one resonance width the relative change of $\Gamma$ is therefore about $\Gamma^*|x^*|/(D^2-x^{*2})$. If $\Delta=D-|x^*|$ is small compared with $D$, the denominator is about $2D\Delta$ and the change is about $\Gamma^*/(2\Delta)$. The resonance must be narrow compared with its distance from the edge; being narrow compared with the band does not suffice.

## Fourth contribution: split-off bound states

Above the band, consider $F(x)=x-e_0-\Lambda(x)$, whose zero is a bound-state energy. Here $\Lambda=\gamma D/w$ with $w>1$, so

$$\Lambda'=\frac{d\Lambda/dw}{dx/dw}=\frac{-\gamma D/w^2}{\frac D2(1-1/w^2)}=-\frac{2\gamma}{w^2-1}<0 .$$

Hence $F'>1$, and $F$ rises from $F(D)=(1-\gamma)D-e_0$ to infinity. There is one zero above the band if $e_0>(1-\gamma)D$, and none otherwise. By reflection there is one below the band if $e_0<-(1-\gamma)D$. Since $\gamma D=\Gamma_0/2$, there is no bound state if and only if

$$|e_0|+\frac{\Gamma_0}{2}\le D .$$

The weight of the level in a bound state is the residue of $G$ at its energy,

$$Z_b=\frac{1}{1-\Lambda'}=\frac{w^2-1}{w^2-1+2\gamma}.$$

Unlike $Z$, this is a probability. At equality in the criterion $w=\pm1$ and $Z_b=0$: the solution does not decay into the lead and is not a bound state.

Just past threshold, set $e_0=(1-\gamma+\delta)D$ and $w=1+\sigma$. The quadratic for $w$ becomes

$$\sigma^2+2(\gamma-\delta)\sigma-2\delta=0 .$$

If $\delta\ll\gamma^2$ with $\gamma$ at most of order one, the first term and the $\delta\sigma$ term are negligible and $\sigma\approx\delta/\gamma$. Then

$$x_b-D=\frac{D(w-1)^2}{2w}\approx\frac{D\delta^2}{2\gamma^2},\qquad Z_b\approx\frac{2\sigma}{2\gamma}=\frac{\delta}{\gamma^2}.$$

The state appears with zero weight, and its binding starts quadratically. For $\gamma=0.5$, $\delta=0.01$ and $D=0.4$ Ry, diagonalizing a long chain gives a binding of $7.84\times10^{-5}$ Ry; the law gives $8.00\times10^{-5}$ Ry.

**Case B** keeps $\Gamma_0=0.04$ Ry but moves the level to $e_0=0.39$ Ry, past the threshold $(1-\gamma)D=0.38$ Ry. Now $\eta=0.975$ and

$$w=0.975+\sqrt{0.975^2-0.9}=1.2,\qquad x_b=0.2\,(1.2+1/1.2)=0.40667\ \mathrm{Ry}.$$

The state lies $0.00667$ Ry, or $0.091$ eV, above the edge. Its weight is $Z_b=0.44/0.54=0.815$, which leaves $0.185$ in the band. The bare level was inside the band, and the coupling is weak on the scale of $D$, yet most of the level has left the continuum.

The consequence in time is qualitative. Start with the particle on the level. Its amplitude to be there later is $Z_be^{-ix_bt}$ plus a Fourier integral over the band density, which is integrable. The integral tends to zero at long times, so the survival probability tends to $Z_b^2=0.664$. At $t=3000\,\hbar/\mathrm{Ry}$ the chain calculation gives $0.663$, while exponential decay with rate $\Gamma(e_0)$ would leave $2.6\times10^{-12}$.

The existence of a threshold depends on how $\Gamma$ ends. For constant $\Gamma$ on $[-D,D]$ the first section gives $\Lambda=(\Gamma/2\pi)\ln[(x+D)/(x-D)]$ above the band. This diverges at the edge, so $F$ starts from $-\infty$ and a bound state exists for any coupling. Suppose the binding $x_b-D$ is small compared with both $D$ and $\Gamma/2\pi$. Small $\Gamma/D$ alone does not ensure this for a level near the edge, because replacing $x_b$ by $D$ in $x_b-e_0$ changes the exponent below by $2\pi(x_b-D)/\Gamma$. Under this condition put $x_b\approx D$ everywhere except in the small difference $x_b-D$:

$$D-e_0\approx\frac{\Gamma}{2\pi}\ln\frac{2D}{x_b-D}\quad\Longrightarrow\quad x_b-D\approx2D\,e^{-2\pi(D-e_0)/\Gamma}.$$

For $e_0=0$ and $\Gamma=D$ this gives $0.00373D$, against $0.00366D$ from an explicit sum over band levels. For a centred level with $\Gamma\ll D$ the state is exponentially close to the edge.

## Weighing the contributions in the transmission

Attach the level to two equal chains with aligned bands, each coupled by the matrix element $-v$, where $2v^2=V^2$. Let the hopping be $-t$ with $t=D/2$, so that $x=-D\cos k$. The wave is $e^{ikn}+a\,e^{-ikn}$ on the left ($n\le-1$) and $\tau e^{ikn}$ on the right ($n\ge1$). The equations at sites $\mp1$ hold if $t(1+a)=v\psi_0$ and $t\tau=v\psi_0$. At the level,

$$(x-e_0)\psi_0=-v\left(e^{-ik}+a\,e^{ik}+\tau e^{ik}\right)=2iv\sin k-\frac{2v^2}{t}e^{ik}\psi_0 .$$

Here $2v^2/t=\gamma D$, and $\gamma De^{ik}=-\gamma x+i\gamma D\sin k=-\Sigma$. So $\psi_0=2iv\sin k\,G$ and $\tau=i\gamma D\sin k\,G=\frac i2\Gamma G$. Both leads have the same velocity, hence

$$T=|\tau|^2=\frac{\Gamma^2}{4}|G|^2=\frac1{1+r^2},\qquad r=\frac{2(1-\gamma)(x-x^*)}{\Gamma(x)} .$$

**Error of the strict limit.** Let $\gamma\to0$ at fixed $\eta=e_0/D$, and use $u=2(x-e_0)/\Gamma_0$. The shift moves the peak to $u=\eta$. The width changes only at order $\eta^2$. For small $\eta$,

$$T-T_{\rm strict}\approx\frac1{1+(u-\eta)^2}-\frac1{1+u^2}\approx\frac{2\eta u}{(1+u^2)^2}.$$

The maximum of $u/(1+u^2)^2$ is at $1+u^2=4u^2$, where it equals $3\sqrt3/16$. The largest error is thus

$$\frac{3\sqrt3}{8}\,\frac{|e_0|}{D}\approx0.65\,\frac{|e_0|}{D},$$

in absolute transmission, on a scale where the peak is 1. It contains no coupling.

**Error of the tuned limit.** Here $T_{\rm tuned}=1/(1+r_0^2)$ with $r_0=2(x-x^*)/\Gamma^*$. Let $\eta^*=x^*/D$ and $s=\sqrt{1-\eta^{*2}}$, so that $\Gamma^*=2\gamma Ds$ and $x-x^*=\gamma Dsr_0$. The relative slope of $\Gamma$ at $x^*$ is $-\eta^*/(Ds^2)$, and to first order in $\gamma$

$$r=r_0(1-\gamma)\frac{\Gamma^*}{\Gamma(x)}\approx r_0\left[1-\gamma+\gamma r_0\frac{\eta^*}{s}\right].$$

Multiplying the change $r-r_0$ by the derivative $-2r_0/(1+r_0^2)^2$ gives

$$T-T_{\rm tuned}\approx\frac{2\gamma r_0^2}{(1+r_0^2)^2}\left(1-r_0\frac{\eta^*}{s}\right).$$

The first term comes from the slope of $\Lambda$ and peaks at $r_0=\pm1$ with height $\gamma/2$. The second comes from the variation of $\Gamma$ and peaks at $r_0^2=3$ with magnitude $(3\sqrt3/8)\gamma|\eta^*|/s$. Near an edge $\gamma/s=\Gamma^*/(2Ds^2)\approx\Gamma^*/(4\Delta)$, so the expansion needs a width small compared with the distance to the edge, as found above.

In case A the slope contributes at most $0.025$ and the variation of $\Gamma$ at most $0.65\times0.05\times0.273=0.009$. The peaks do not coincide, and the combined law gives $0.032$. Wave matching gives the following largest errors in $T$ over the band:

| $\Gamma_0$ (Ry) | strict | tuned |
|---|---|---|
| 0.04 | 0.171 | 0.032 |
| 0.0016 | 0.174 | 0.0013 |

Reducing the coupling by a factor of 25 leaves the strict error essentially unchanged and reduces the tuned error by about the same factor of 25. The small-$\eta$ law predicts $0.65\times0.25=0.16$ for the strict error. For this level the omitted shift is the dominant fault, and a constant correction to the level energy removes that shift. As the coupling goes to zero the width must also be changed from $\Gamma_0$ to $\Gamma^*$, as the tuned limit does; otherwise an error of about $0.016$ remains. At $\Gamma_0=0.04$ Ry this change does not help, because the true width $Z\Gamma^*=0.0406$ Ry happens to lie closer to $\Gamma_0$ than to $\Gamma^*$: the shifted Lorentzian of width $\Gamma_0$ errs by $0.015$, against $0.032$.

So for the semi-elliptic band the strict limit needs $\gamma\ll1$ and $|e_0|\ll D$. For another band shape the second condition reads $|\Lambda(e_0)|\ll\Gamma$, and an asymmetric $\Gamma$ shifts even a centred level: for $\Gamma=\Gamma_0\sqrt{1-y^2}\,(1+0.8y)$ with $y=x/D$ the spectral integral gives $\Lambda(0)=-0.2\,\Gamma_0$ at any coupling. The tuned limit needs $\gamma\ll1$ and a resonance well separated from the edges on the scale of its width. Case B fails the second requirement, and no constant $\Sigma$ with a finite width can produce its undamped state.

## Perfect transmission is not evidence

At $\gamma=1$ and $e_0=0$ the couplings satisfy $v^2=V^2/2=D^2/4=t^2$. The level is then one more site of a uniform chain, and $T=1$ across the whole band. No Lorentzian is left, although the peak value is the one the wide-band limit predicts.

**Case C** goes further, with $e_0=0$ and $\Gamma_0=1.2$ Ry, so $\gamma=1.5$. The quadratic gives $w^2=2\gamma-1=2$, and the two bound states lie at

$$x_b=\pm0.2\left(\sqrt2+\frac1{\sqrt2}\right)=\pm0.424\ \mathrm{Ry},\qquad Z_b=\frac{1}{1+3}=0.25\ \text{each}.$$

Half of the level's weight is outside the band. Yet at $x=0$ the real part of the denominator of $G$ vanishes by symmetry, $|G|=2/\Gamma$, and $T=1$. The height of a transmission peak at the band centre therefore says nothing about the validity of the wide-band limit. A line shape far from a Lorentzian reveals a failure, but a Lorentzian shape does not establish the strict limit: in the weak-coupling row of the table the line is Lorentzian to within $0.0013$ while the strict error is $0.174$. Nor does $T$ count bound states: for $e_0=0$ it depends on $\gamma$ only through $|1-\gamma|/\gamma$, which is the same for $\gamma=1.5$ and for $\gamma=0.75$, where there are none. A sizeable weight missing from the band also reveals a failure (an exponentially small one, as for a weakly coupled centred level in the step-edged band, does not), but its absence proves nothing: at $\gamma=1$ and $e_0=0$ none is missing, and the limit still fails. The numerical check covers these cases by chain diagonalization and wave matching.

## Computed values

```
Half-bandwidth D = 0.400 Ry
A: bare level = 0.100 Ry
A: Gamma0 = 0.040 Ry
A: total coupling V = 0.06325 Ry
A: g = Gamma0/(2D) = 0.0500 (no unit)
A: Lambda at bare level = 0.00500 Ry
A: resonance x* = 0.10526 Ry
A: peak found by wave matching = 0.10526 Ry
A: level shift x*-e0 = 0.00526 Ry
A: level shift converted = 0.0716 eV
A: Gamma(x*) = 0.03859 Ry
A: slope factor Z = 1.05263 (no unit)
A: width Z*Gamma(x*) = 0.04062 Ry
A: width converted = 0.5527 eV
A: pole real part = 0.10556 Ry
A: pole width -2 Im z = 0.04067 Ry
A: weight in band = 1.000000 (no unit)
A: bound-state threshold (1-g)D = 0.3800 Ry
A: largest T error, strict = 0.1712 (no unit)
A: largest T error, tuned = 0.0322 (no unit)
A: tuned error, leading law = 0.0322 (no unit)
A weak: Gamma0 = 0.00160 Ry
A weak: largest T error, strict = 0.1744 (no unit)
A weak: largest T error, tuned = 0.001273 (no unit)
A weak: tuned error, law = 0.001273 (no unit)
Strict-error coefficient 3sqrt(3)/8 = 0.6495 (no unit)
B: bare level = 0.390 Ry
B: Gamma0 = 0.040 Ry
B: bound energy = 0.40667 Ry
B: distance above band edge = 0.00667 Ry
B: distance converted = 0.0907 eV
B: bound weight = 0.81481 (no unit)
B: weight in band = 0.18519 (no unit)
B: time of survival test = 3000 hbar/Ry
B: survival probability = 0.6627 (no unit)
B: bound weight squared = 0.6639 (no unit)
B: exp(-Gamma(e0)*time) = 2.63e-12 (no unit)
C: bare level = 0.000 Ry
C: Gamma0 = 1.200 Ry
C: g = 1.500 (no unit)
C: lower bound energy = -0.42426 Ry
C: upper bound energy = 0.42426 Ry
C: weight of each bound state = 0.25000 (no unit)
C: weight in band = 0.50000 (no unit)
C: transmission at band centre = 1.000000 (no unit)
Near threshold: g = 0.50, delta = 0.01 (no unit)
Near threshold: binding, chain = 7.843e-05 Ry
Near threshold: binding, law = 8.000e-05 Ry
Step edge, e0=0, Gamma=D: (x_b-D)/D = 0.003657 (no unit)
Step edge: exponential law = 0.003735 (no unit)
```
